Exchange self-energy and density of states in the electron gas

**The exchange self-energy of the electron gas near the Fermi surface**

**Problem**

Electrons of density n, with equal numbers of both spins, move in a large box of volume Ω on a uniform positive background that makes the system neutral. The temperature is zero and Hartree atomic units are used (ħ = m = e = 4πε0 = 1). All charges interact through v(r) = e^{−λr}/r, which is the Coulomb interaction for λ = 0 and the Yukawa interaction for λ > 0. The electrons are taken to be in the Slater determinant that fills all plane waves with |k| < kF, where n = kF³/(3π²) = 3/(4π rs³), and only the exchange (Hartree–Fock) self-energy Σ(k) is kept, so that the one-particle energies are ε(k) = k²/2 + Σ(k).

(a) Find Σ(k) in closed form for any λ.
(b) For λ = 0, find how dΣ/dk behaves near kF.
(c) Find the density of one-particle states g(ε) near εF = ε(kF) and compare it with the free value g0 at the Fermi level.
(d) Repeat (b) and (c) for λ > 0.
(e) Give numbers for rs = 4 bohr, with λ = 0 and with the Thomas–Fermi value of λ.

**The starting integral**

The Fourier transform of the interaction follows from the angular average of e^{−ip·r}, which is sin(pr)/(pr), and from ∫₀^∞ sin(pr) e^{−λr} dr = Im[1/(λ − ip)] = p/(p² + λ²):

V(p) = (4π/p) ∫₀^∞ sin(pr) e^{−λr} dr = 4π/(p² + λ²).

The p = 0 component of the electron–electron interaction is the energy of the uniform electron charge (the Hartree term). It is cancelled by the electron–background and background–background energies, because the total charge density is zero everywhere. What remains is

H_int = (1/2Ω) Σ_{p≠0} Σ_{kσ} Σ_{qσ′} V(p) a†_{k+p,σ} a†_{q−p,σ′} a_{qσ′} a_{kσ}.

In a determinant of plane waves with occupations n_{kσ} = 0 or 1, a term has a non-zero expectation value only if the two states created are the two states destroyed. The pairing k + p = k needs p = 0 and is excluded. The other pairing needs k + p = q and σ = σ′. For k ≠ q the operators a†_k and a_q anticommute, so a†_q a†_k a_q a_k = −a†_q a_q a†_k a_k, and

E_x = −(1/2Ω) Σ_σ Σ_{k≠q} V(k − q) n_{kσ} n_{qσ}.

The exchange part of the energy of state kσ is the change of E_x with n_{kσ}. That occupation appears in both factors, which cancels the ½. With (1/Ω)Σ_q → ∫d³q/(2π)³ in the large-volume limit,

Σ(k) = −∫_{q<kF} d³q/(2π)³ V(k − q).   (1)

No factor 2 for spin appears, since only electrons of the same spin exchange.

In Green's-function language (1) is the first-order diagram Σ(k) = i ∫dω/2π ∫d³q/(2π)³ V(k − q) G(q,ω) e^{iω0⁺}, with G(q,ω) = n_q/(ω − ε_q − i0⁺) + (1 − n_q)/(ω − ε_q + i0⁺). The factor e^{iω0⁺} decays in the upper half plane, so the contour is closed there, counterclockwise. Only the occupied pole lies inside, with residue n_q, so ∫dω/2π G e^{iω0⁺} = i n_q, and i · i n_q = −n_q reproduces (1). Because Σ does not depend on ω, the Green's function 1/(ω − k²/2 − Σ(k)) has one sharp pole of weight 1 at ε(k) for each k, and g(ε) counts these poles. The number of states per volume, both spins, inside radius k is N = 2 · (4π/3)k³/(2π)³ = k³/(3π²). If ε(k) rises monotonically, which (10) below establishes, then

g = dN/dε = (k²/π²)/(dε/dk) = k²/[π²(k + dΣ/dk)].   (2)

For Σ = 0 and k = kF this is g0 = kF/π².

**A tempting solution for the Coulomb case**

Put q = k + p and take the z axis along k, with μ the cosine of the angle between p and k. The volume element p² dp dΩ cancels the 1/p² of V, so the singularity is integrable and Σ is finite:

Σ(k) = −[4π · 4π/(2π)³] ∫dp f(p) = −(2/π) ∫₀^∞ f(p) dp,

where f(p) is the fraction of directions of p for which k + p lies inside the Fermi sphere. For k = 0, f = 1 up to p = kF, so Σ(0) = −2kF/π. For k = kF the condition kF² + p² + 2kF pμ < kF² reads μ < −p/(2kF), so f = ½ − p/(4kF) up to p = 2kF, and Σ(kF) = −(2/π)(kF − kF/2) = −kF/π.

For the slope, differentiate (1) under the integral. Since ∂/∂k_z of 4π/|q − k|² is 8π p_z/p⁴ = 8πμ/p³,

dΣ/dk = −(1/π²) ∫ (dp/p) ∫_{occupied} μ dΩ.   (3)

The radial factor dp/p looks dangerous at small p, but the angular factor μ is odd under p → −p, so the directions cancel in pairs near p = 0. The small-p region gives nothing, the slope is finite, and ε(k) is a smooth band. Its width is W = kF²/2 + Σ(kF) − Σ(0) = kF²/2 + kF/π. A smooth even function with this width is close to the parabola ε(0) + Wk²/kF², whose slope at kF is 2W/kF against kF for free electrons. Hence g(εF) ≈ g0 εF0/W with εF0 = kF²/2, which for rs = 4 bohr is g0/2.33. Screening weakens exchange and only moves this finite number back toward g0.

**The fault**

The values Σ(0) and Σ(kF) and the width W are right, and (3) is right for k ≠ kF. (For k inside the sphere, cut out a small ball centred on q = k. Its contribution to (1) does not depend on k, and the boundary term from its moving surface is V(a)∮μ dS = 0 for a ball of radius a, so (3) holds with that ball left out.) The fault lies in the cancellation in pairs. It requires that k + p and k − p both be occupied, which is true for all directions only while p < kF − k. At k = kF that range has shrunk to nothing: however small p is, about half of the directions point out of the sphere.

The damage can be computed. The point k + p is occupied when k² + p² + 2kpμ < kF², that is for μ < μ0 with

μ0 = (kF² − k² − p²)/(2kp).

For |kF − k| < p < kF + k this μ0 lies between −1 and 1, and the angular integral is 2π∫_{−1}^{μ0} μ dμ = −π(1 − μ0²). Outside that range a shell is wholly occupied or wholly empty and gives zero. So (3) becomes

dΣ/dk = (1/π) ∫_{|kF−k|}^{kF+k} (1 − μ0²) dp/p.   (4)

Near the Fermi surface μ0 ≈ (kF − k)/p − p/(2kF), which is small throughout |kF − k| ≪ p ≪ kF. In that range the Fermi surface looks like a plane through k, the integrand is 1/p, and every decade of p adds the same amount (ln 10)/π to the slope. The number of decades grows without limit as k → kF. An integrable singularity guarantees that Σ is finite, and it says nothing about the derivative, whose kernel is one power of p more singular. The parabola then replaced the local slope at kF by an average over the band, and g depends on the local slope.

**Solution**

*(a) Closed form.* Keep λ > 0 at first, so that every integrand is smooth. Now let μ be the cosine of the angle between q and k, so |k − q|² = k² + q² − 2kqμ. The azimuth gives 2π and the prefactor is 4π · 2π/(2π)³ = 1/π. With ∫_{−1}^{1} dμ/(a − bμ) = (1/b) ln[(a + b)/(a − b)], a = k² + q² + λ², b = 2kq,

Σ(k) = −(1/(2πk)) ∫₀^{kF} q ln{[(k + q)² + λ²]/[(k − q)² + λ²]} dq.

Scale all momenta by kF: x = k/kF, y = λ/kF, u = q/kF. Then

Σ = −(kF/(2πx)) ∫₀¹ u L(u) du,  L(u) = ln(P/M),  P = s² + y²,  M = t² + y²,  s = u + x,  t = u − x.   (5)

Integrate by parts. Any function u²/2 + constant is an antiderivative of u, and the choice w = (u² − x² + y²)/2 makes the remainder simple, because u² − x² = s(s − 2x) = t(t + 2x) gives 2w = P − 2xs = M + 2xt. With dL/du = 2s/P − 2t/M,

w dL/du = (P − 2xs)s/P − (M + 2xt)t/M = (s − t) − 2x s²/P − 2x t²/M.

Here s − t = 2x, s²/P = 1 − y²/P and t²/M = 1 − y²/M, so

w dL/du = −2x + 2xy²(1/P + 1/M).

Since ∫du/(s² + y²) = (1/y) arctan(s/y), the antiderivative of uL is

A(u) = wL + 2xu − 2xy[arctan((u + x)/y) + arctan((u − x)/y)].

At u = 0, P = M makes L vanish and the two arctangents cancel, so A(0) = 0. Writing Σ = −(2kF/π)F, equation (5) gives F = A(1)/(4x):

F(x,y) = ½ + [(1 − x² + y²)/(8x)] L₁ − (y/2)[arctan((1 + x)/y) + arctan((1 − x)/y)],   (6)

L₁ = ln{[(1 + x)² + y²]/[(1 − x)² + y²]}.

For y → 0 the integrand of (1) rises monotonically to the integrable Coulomb one, so the limit of (6) is the Coulomb result. The arctangents are bounded and their prefactor vanishes, and L₁ → 2 ln|(1 + x)/(1 − x)|:

F(x) = ½ + [(1 − x²)/(4x)] ln|(1 + x)/(1 − x)|.   (7)

For x → 0 the logarithm is 2x to leading order, so F = ½ + ½ = 1. For x → 1 the product (1 − x) ln|1 − x| vanishes, so F = ½ from both sides and Σ is continuous at kF. These are the two values found above. For x ≫ 1 the logarithm is 2/x + 2/(3x³) + …, and multiplying by 1/(4x) − x/4 gives −½ − 1/(6x²) + 1/(2x²), so F ≈ 1/(3x²) and Σ ≈ −2kF³/(3πk²) = −(n/2)V(k). This is what (1) demands when q is negligible beside k.

The exchange energy per electron is half the average of Σ over the sphere, E_x/N_e = ½ · 3∫₀¹x²Σ dx = −(3kF/π)∫₀¹x²F dx. The first term of F gives 1/6. For the second, −(1 − x²)²/16 is an antiderivative of x(1 − x²)/4, the boundary terms vanish at both ends, and the derivative of the logarithm is 2/(1 − x²), which leaves ∫₀¹(1 − x²)/8 dx = 1/12. The sum is ¼, and E_x/N_e = −3kF/(4π).

*The slope for any λ.* V depends on k − q, so ∂V/∂k_z = −∂V/∂q_z, and for λ > 0 the divergence theorem turns the derivative of (1) into an integral over the Fermi surface, whose outward normal has z component μ:

dΣ/dk = +∫_{q<kF} d³q/(2π)³ ∂V/∂q_z = [kF²/(2π)³] ∮ μ V dΩ = (1/π) ∫_{−1}^{1} μ dμ/(a − bμ),   (8)

now with a = 1 + x² + y² and b = 2x. The factor kF² has cancelled against the kF² taken out of the denominator, so the slope depends on x and y only. Use μ/(a − bμ) = −1/b + (a/b)/(a − bμ) and note that (a + b)/(a − b) is the argument of L₁:

dΣ/dk = (1/π)[(1 + x² + y²) L₁/(4x²) − 1/x].   (9)

Combining μ with −μ in (8) shows the sign:

dΣ/dk = (1/π) ∫₀¹ 2bμ²/(a² − b²μ²) dμ > 0,   (10)

because a ≥ b. Thus ε(k) rises monotonically, (2) applies, and the filled sphere occupies the lowest levels of its own spectrum, so it is a self-consistent Hartree–Fock solution. Whether a non-uniform determinant has a lower energy is a separate question that the problem excludes by assumption.

*(b) Coulomb slope near kF.* For y = 0 and x ≠ 1, equation (9) becomes

dΣ/dk = (1/π)[((1 + x²)/(2x²)) ln|(1 + x)/(1 − x)| − 1/x].   (11)

Direct differentiation of (7) confirms this without any exchange of limits: d/dx[(1 − x²)/(4x)] = −(1 + x²)/(4x²), the derivative of the logarithm is 2/(1 − x²) on either side of x = 1 and contributes 1/(2x), and dΣ/dk = −(2/π) dF/dx.

Let x = 1 ∓ δ with 0 < δ ≪ 1, the upper sign inside the sphere, and ℓ = ln(2/δ). To first order in δ, (1 + x²)/(2x²) = ½ + 1/(2x²) = 1 ± δ, the logarithm is ln[(2 ∓ δ)/δ] = ℓ ∓ δ/2, and 1/x = 1 ± δ. Multiplying out,

dΣ/dk = (1/π)[ℓ − 1 ± δ(ℓ − 3/2)] + O(δ² ln δ).   (12)

The slope goes to +∞ as (1/π) ln(2/δ) from both sides, with the coefficient 1/π found from the half-space argument. Equation (4) also gives the constant: in scaled variables μ0² ≈ δ²/p² + p²/4 up to a cross term of order δ, and ∫_δ² (δ²/p³) dp ≈ ½ and ∫_δ² (p/4) dp ≈ ½ together remove 1 from ln(2/δ). In (8) the divergence comes from μ → 1, where at x = 1 the denominator is 2(1 − μ): exchange with Fermi-surface states of almost the same momentum. The velocity dε/dk at kF is infinite in this approximation, and the mass defined by dε/dk = kF/m* is zero.

The smooth dependence of εF = kF²/2 − kF/π on kF does not contradict this. Changing kF at fixed x rescales the whole function Σ = −(2kF/π)F(k/kF), whereas the slope in (2) is taken at fixed kF. The thermodynamic derivative dn/dεF = (kF²/π²)/(kF − 1/π) is therefore a different quantity from g(εF).

*(c) Density of states.* From (2) and g0 = kF/π²,

g/g0 = x² kF/(x kF + dΣ/dk) ≈ πkF/(πkF + ℓ − 1),   (13)

the last form holding up to relative corrections of order δ. As δ → 0, g → 0. For every x ≠ 1 with x > 0 the slope is finite and g is positive, so above the band bottom g vanishes at the single energy εF. There is no gap.

To express g through the energy, integrate dε/dk = k + dΣ/dk over the distance kFδ. With ∫₀^δ ln(2/δ′) dδ′ = δ ln(2/δ) + δ, the +δ cancels the −δ from the constant in (12):

|ε − εF| ≈ kFδ (kF + ℓ/π),   (14)

again up to relative corrections of order δ. Then ln(εF0/|ε − εF|) = ln{kF/[2δ(kF + ℓ/π)]} = ℓ − ln[4(1 + ℓ/(πkF))], and since (13) means g ≈ kF²/[π(πkF + ℓ − 1)],

g π ln(εF0/|ε − εF|)/kF² ≈ {ℓ − ln[4(1 + ℓ/(πkF))]}/(ℓ + πkF − 1) → 1.   (15)

So g ≈ kF²/[π ln(εF0/|ε − εF|)] asymptotically, but the relative error of this form falls only as (ln ℓ)/ℓ. For numerical work (13) with (14) is the useful pair.

The strict zero needs a sharp Fermi surface. At T > 0 any decreasing occupation can be written as a superposition of spheres, n(q) = ∫dκ (−dn/dκ) θ(κ − q). Since (1) is linear in n, the slope is the average of (11), taken at x = k/κ, over the weight −dn/dκ. A logarithm is integrable, so for a weight of finite width the average is finite, with δ replaced by the relative width of the smeared surface.

*Where the logarithm comes from in real space.* With j0(t) = sin t/t and j1(t) = sin t/t² − cos t/t, which obey dj0/dt = −j1 and d(t²j1)/dt = t²j0, the one-spin density matrix is

ρ(r) = ∫_{q<kF} d³q/(2π)³ e^{iq·r} = (1/2π²) ∫₀^{kF} q² j0(qr) dq = kF² j1(kF r)/(2π² r).

Inserting V(k − q) = ∫d³r v(r) e^{−i(k−q)·r} in (1) gives Σ = −∫d³r v(r) ρ(r) e^{−ik·r}. The angular average of the exponential is j0(kr), and 4πr² · (1/r) · 1/(2π²r) = 2/π, so with t = kF r

Σ = −(2kF/π) ∫₀^∞ j1(t) j0(xt) e^{−yt} dt,  dΣ/dk = (2/π) ∫₀^∞ t j1(t) j1(xt) e^{−yt} dt.   (16)

At large t, j1(t) ≈ −cos t/t, and at x = 1 the integrand of the slope tends to cos²t/t = 1/(2t) + cos 2t/(2t). The oscillating part converges and the steady part gives (1/π)∫dt/t. The divergence is therefore produced by the 1/r tail of the interaction acting on the slowly decaying density matrix of a sharp Fermi surface. For x ≠ 1 the product cos t cos xt contains ½cos(δt), which stays near ½ up to t ≈ 1/δ and then oscillates, and this is the cutoff ln(1/δ) seen in (12).

The claim can be made quantitative by cutting the Coulomb interaction off at a radius R, so that the upper limit in (16) is T_c = kF R. Exactly, t j1² = cos²t/t − sin 2t/t² + sin²t/t³. Integrating the oscillating terms by parts and keeping orders up to 1/t², the antiderivative is ½ ln t + sin 2t/(4t) − cos 2t/(8t²) + cos 2t/(2t²) − 1/(4t²). When T_c is a multiple of π the sine vanishes, the cosine is 1, and the 1/t² coefficients add to −1/8 + 1/2 − 1/4 = 1/8. The slope at kF is then

constant + (1/π) ln T_c + 1/(4πT_c²) + …   (17)

*(d) Yukawa interaction.* In (8) the denominator obeys a − bμ ≥ a − b = (1 − x)² + y² ≥ y². The part of the integral with μ < 0 is negative and can be dropped for an upper bound, and ∫₀¹μ dμ = ½. With (10),

0 < dΣ/dk ≤ 1/(2πy²)  for all k > 0.   (18)

The slope is bounded for any λ > 0, and by (2) g(εF) is positive. Its value follows from (9) at x = 1, where L₁ = ln(1 + 4/y²):

(dΣ/dk)_{kF} = (1/π)[((2 + y²)/4) ln(1 + 4/y²) − 1],   (19)

g(εF)/g0 = m*/m = 1/[1 + (dΣ/dk)_{kF}/kF].   (20)

For small y write ln(1 + 4/y²) = 2 ln(2/y) + ln(1 + y²/4) = 2 ln(2/y) + y²/4 + …. Multiplying by ½ + y²/4,

(dΣ/dk)_{kF} = (1/π)[ln(2/y) − 1 + (y²/2) ln(2/y) + y²/8 + …].   (21)

The leading part is (12) with y in place of δ: momentum transfers below λ no longer see a 1/p² interaction, or in (16) the factor e^{−yt} ends the integral ∫dt/t at t ≈ 1/y. The Coulomb divergence returns as λ → 0. For large y put z = 4/y², so that (2 + y²)/4 = ½ + 1/z. Then (½ + 1/z)(z − z²/2 + z³/3 − …) − 1 = z/2 − z²/4 − z/2 + z²/3 + … = z²/12 + …, and the slope falls as 4/(3πy⁴). This is the expected limit, since a contact interaction has constant V and (1) then gives a Σ independent of k.

The Thomas–Fermi value of λ comes from letting the gas respond locally to a slowly varying potential energy U(r). The local Fermi energy is shifted by −U, so the density changes by δn = −(dn/dεF0)U = −g0U for free electrons. Poisson's equation for the potential energy of an electron near a fixed electron at the origin is ∇²U = −4π[δ³(r) + δn], that is (∇² − 4πg0)U = −4πδ³(r). In Fourier space U(p) = 4π/(p² + 4πg0), which is the Yukawa form with

λ² = 4πg0 = 4kF/π,  y² = 4/(πkF).   (22)

Equation (20) with this λ is a model of statically screened exchange and does not give the full quasiparticle mass. Real screening depends on frequency, and so does Σ. Differentiating the pole condition ε = k²/2 + Σ(k,ε) gives dε/dk = Z(k + ∂Σ/∂k) with Z = 1/(1 − ∂Σ/∂ω), and the static model sets Z = 1. The Thomas–Fermi form is also derived for p ≪ kF but is used in (8) up to p = 2kF. The small-p region is the one that caused the divergence, so the removal of the divergence rests on the part of the model where its derivation applies, while the number m*/m does not have that standing.

*(e) Numbers for rs = 4 bohr.* The value of rs is a round model parameter. Digits beyond the second or third serve to check the arithmetic and carry no statement about a real metal.

From n = 3/(4π rs³) = 0.003730 bohr⁻³, kF = (9π/4)^{1/3}/rs = 0.47979 bohr⁻¹, εF0 = kF²/2 = 0.11510 Ha (3.13 eV), g0 = kF/π² = 0.04861 Ha⁻¹ bohr⁻³ and πkF = 1.5073.

For the Coulomb interaction Σ(0) = −2kF/π = −0.30544 Ha and Σ(kF) = −0.15272 Ha, so εF = 0.11510 − 0.15272 = −0.03762 Ha. The function (7) passes through F(0.5) = 0.912 and F(2) = 0.0880 on its way from 1 to 0. The occupied bandwidth is W = 0.11510 − 0.15272 + 0.30544 = 0.26782 Ha (7.29 eV), which is 2.33 times εF0. The exchange energy per electron is ¾ of Σ(kF), −0.11454 Ha. Just inside the Fermi surface, at x = 1 − δ:

δ       slope (11)   (ℓ − 1)/π   εF − ε (Ha)    g/g0
10⁻¹    0.6935       0.6353      6.93 × 10⁻²    0.345
10⁻²    1.3805       1.3682      1.04 × 10⁻²    0.253
10⁻⁴    2.8343       2.8341      1.74 × 10⁻⁴    0.145
10⁻⁶    4.2999       4.2999      2.45 × 10⁻⁶    0.100

The exact slope lies above the leading law, as the upper sign in (12) requires, and the gap closes as δ(ℓ − 3/2)/π, more slowly than δ itself: it is 0.0123 at δ = 10⁻² and 0.00027 at δ = 10⁻⁴, where that term gives 0.0121 and 0.00027. For δ = 10⁻⁴, equation (13) gives g/g0 = 0.9998 × 0.47979/(0.9999 × 0.47979 + 2.83434) = 0.1447, and (14), with ℓ/π = 2.83407 + 1/π, gives 0.47979 × 10⁻⁴ × (0.47979 + 2.83407 + 0.31831) = 1.7427 × 10⁻⁴ Ha. The parabola of the tempting solution gives g/g0 = x/2.33, which is 0.387 at δ = 0.1 and rises to 0.430 at kF. The exact ratio is 0.345 at δ = 0.1 and falls as kF is approached.

The fall is slow. Setting g/g0 = 0.1 in (13) gives ℓ = 1 + 9πkF = 1 + 9 × 1.5073, so δ = 2e^{−ℓ} = 9.45 × 10⁻⁷, at a distance 2.32 × 10⁻⁶ Ha (6.3 × 10⁻⁵ eV) below εF. This is roughly the thermal energy at one kelvin or a little less. The ratio in (15) is 0.806 at δ = 10⁻¹⁰, 0.970 at δ = 10⁻¹⁰⁰ and 0.991 at δ = 10⁻⁴⁰⁰, so the bare 1/ln law in energy overestimates g by a factor 1/0.806 even at δ = 10⁻¹⁰.

With the Coulomb interaction cut at kF R = 20π and 200π the slope at kF is 1.40403 and 2.13694. The difference 0.732916 is to be compared with (ln 10)/π = 0.732936. The shortfall of 2.0 × 10⁻⁵ is the last term of (17): going from T_c = 20π to 200π removes 0.99/[4π(20π)²], which has that size.

For Thomas–Fermi screening, (22) gives y² = 4/1.5073 = 2.6537, y = 1.629 and λ = 0.7816 bohr⁻¹. The screening length 1/λ is shorter than rs, so this is far from the small-y regime and (19) must be used in full. With ln(1 + 4/y²) = 0.919208,

(dΣ/dk)_{kF} = [(2 + 2.65375)/4 × 0.919208 − 1]/π = 0.02210,

which lies under the bound 1/(2πy²) = 0.0600 of (18) without reaching it. Then m*/m = 1/(1 + 0.02210/0.47979) = 0.956 and g(εF) = 0.04647 Ha⁻¹ bohr⁻³. The self-energy is Σ(0) = −0.03150 Ha and Σ(kF) = −0.02512 Ha, and the bandwidth is 0.11510 − 0.02512 + 0.03150 = 0.1215 Ha (3.31 eV), close to the free 3.13 eV. Treating y as a free parameter at the same density shows the crossover to the Coulomb case:

y       slope (19)   [ln(2/y) − 1]/π   g(εF)/g0
1       0.0659       −0.0977           0.879
0.1     0.6404       0.6353            0.428
0.01    1.3683       1.3682            0.260
0.001   2.1011       2.1011            0.186

The entries 0.6353 and 1.3682 repeat those of the first table because the leading laws (12) and (21) are the same function of δ and of y. The exact slope approaches the law faster here, the correction being of order y² ln y where the Coulomb one was of order δ ln δ. At y = 1 the leading law is negative, although (10) shows that the slope is positive. The law is a small-y expansion, and at y = 1 the terms of (21) that it omits are not small.

The numerical check produces these numbers. It tests the frequency integral by quadrature, the antiderivative A by symbolic differentiation, (6) and (7) against quadrature over the momentum transfer (and (6) also against the real-space integral and a lattice sum), the exchange energy and Σ(kF) against the Slater exchange of libxc, the slopes against finite differences of the quadrature, (2) against a count of lattice states in energy windows, and the laws (12), (14), (15), (18) and (21) at leading order, together with the ln R growth in (17).

Numbers as computed

```
rs = 4 bohr
n = 0.00373019 bohr^-3
kF = 0.47979 bohr^-1
eF0 = kF^2/2 = 0.115099 Ha
eF0 = 3.132 eV
g0 = kF/pi^2 = 0.0486128 Ha^-1 bohr^-3
pi*kF = 1.5073 a.u.
Coulomb:
F(0.5) = 0.91198 
F(2) = 0.0880204 
Sigma(0) = -0.305444 Ha
Sigma(kF) = -0.152722 Ha
eF = eps(kF) = -0.0376227 Ha
bandwidth = 0.267821 Ha
bandwidth = 7.28777 eV
bandwidth/eF0 = 2.32687 
exchange energy per electron = -0.114541 Ha
delta, slope (a.u.), log law (a.u.), eF-eps (Ha), g/g0 at x=1-delta:
1e-01  0.69349  0.63526  6.9335e-02  0.34536
1e-02  1.38049  1.36820  1.0415e-02  0.25343
1e-04  2.83434  2.83407  1.7427e-04  0.14474
1e-06  4.29994  4.29994  2.4460e-06  0.10038
delta for g/g0=0.1 = 9.44562e-07 
eF-eps there = 2.31861e-06 Ha
eF-eps there = 6.30927e-05 eV
g pi ln(eF0/|eps-eF|)/kF^2, delta=1e-10 = 0.805535 
g pi ln(eF0/|eps-eF|)/kF^2, delta=1e-100 = 0.970051 
g pi ln(eF0/|eps-eF|)/kF^2, delta=1e-400 = 0.990988 
cut Coulomb slope, kF R=20 pi = 1.40403 a.u.
cut Coulomb slope, kF R=200 pi = 2.13694 a.u.
difference = 0.732916 a.u.
ln(10)/pi = 0.732936 a.u.
Yukawa, Thomas-Fermi:
lambda = 0.781593 bohr^-1
y = 1.62903 
y^2 = 2.65375 
ln(1+4/y^2) = 0.919208 
Sigma(0) = -0.0315026 Ha
Sigma(kF) = -0.0251151 Ha
bandwidth = 0.121487 Ha
bandwidth = 3.30582 eV
slope at kF = 0.0221034 a.u.
bound 1/(2 pi y^2) = 0.0599737 a.u.
g(eF) = 0.0464719 Ha^-1 bohr^-3
m*/m = g(eF)/g0 = 0.95596 
y, slope at kF (a.u.), [ln(2/y)-1]/pi (a.u.), g(eF)/g0:
1  0.06592  -0.09767  0.87921
0.1  0.64043  0.63526  0.42830
0.01  1.36829  1.36820  0.25962
0.001  2.10113  2.10113  0.18590
```
